# Equal-spin triplet pairs from rotated exchange axes in ferromagnetic bilayers, part 2

Two ferromagnetic layers lie on a singlet superconductor with pairing $\Delta$, and the pair amplitude $F$ is followed into the second layer. The algebra sets $\hbar=1$. The exchange field $\mathbf h$ is an energy of size $h$, written $h_1$ in the first layer. The angle between the two fields is $\theta$, and $\boldsymbol\sigma$ is the vector of Pauli matrices.

The spin structure of $F$ is $M\,i\sigma_y$, with $M=f_s+\mathbf d\cdot\boldsymbol\sigma$. With the kinetic energy linearized about the Fermi points, which requires $h$ and $\omega$ to be much smaller than the Fermi energy, the path law for the travel time $t$ and $s=\operatorname{sgn}\omega$ is

$$\frac{df_s}{dt}=-2|\omega|f_s+2is\,\mathbf h\cdot\mathbf d,\qquad \frac{d\mathbf d}{dt}=-2|\omega|\mathbf d+2is\,\mathbf h\,f_s .$$

For a field along the unit vector $\mathbf n$, $d_\parallel=\mathbf n\cdot\mathbf d$. Let $\mathbf e$ be the unit vector perpendicular to the second field in the plane of the two fields. A singlet that crosses the first layer in the time $t_1$ acquires, for $\omega>0$ and with damping set aside,

$$\mathbf e\cdot\mathbf d=i\sin\theta\,\sin2\alpha_1 ,\qquad \alpha_1=h_1t_1 .$$

The second field leaves this component unchanged. With the second field along $z$ and $\mathbf e$ along $x$, it describes equal-spin pairs, $F_{\uparrow\uparrow}=-d_x$ and $F_{\downarrow\downarrow}=d_x$. The numerical output calls its size `|d_perp|`.

The output also lists a lattice test of the path law, made on a chain with a first layer of 40 sites and second layers of 60 and 137 sites at 65 degrees. The law gives 0.650 for the perpendicular part.

The example has $h=30$ meV in both layers, a temperature $T$ of 4.2 K, a first layer 3 nm thick and an observation point 20 nm into the second layer. Relative to its value at the superconductor, the amplitude there is 0.00084 for parallel fields and 0.062 when the first field is turned by 90 degrees.

## Diffusive layers, the example and its limits

The pair matrix is $M=f_s+\mathbf d\cdot\boldsymbol\sigma$, with singlet amplitude $f_s$ and triplet vector $\mathbf d$. Along a path it obeys $dM/dt=-2|\omega|M+is\{\mathbf h\cdot\boldsymbol\sigma,M\}$, where $\omega$ is the Matsubara frequency, $s$ its sign and $\mathbf h$ the exchange field, equal to half the spin splitting. The field couples $f_s$ to the component of $\mathbf d$ along it and leaves the perpendicular components alone. The second field points along $z$ and the first along $(\sin\theta,0,\cos\theta)$. In the second layer $d_x$ then describes equal-spin pairs, each with amplitude of magnitude $|d_x|$.

In a metal with many spin-independent scatterers the path is a random walk. During a short time $\delta t$, long enough to contain several collisions, the walker moves by a random distance $\delta$ along $x$ with mean zero and mean square $2D\,\delta t$, where $D$ is the diffusion constant. The superconductor feeds the layers steadily, so the amplitude at $x$ equals the average of what arrives from $x+\delta$, changed by the path law during $\delta t$:

$$M(x)=\left\langle M(x+\delta)\right\rangle+\delta t\left[-2|\omega|M+is\{\mathbf h\cdot\boldsymbol\sigma,M\}\right].$$

Expanding the average to second order gives $M+D\,\delta t\,M''$. The terms $M$ cancel, and division by $\delta t$ leaves the linearized Usadel equation

$$D\,M''=2|\omega|M-is\{\mathbf h\cdot\boldsymbol\sigma,M\}.$$

The step needs the exchange phase gathered between collisions to be small, $2h\tau\ll1$ with $\tau$ the mean free time. It also drops the interference between different paths. In components the equation reads

$$D f_s''=2|\omega|f_s-2is\,\mathbf h\cdot\mathbf d,\qquad D\,\mathbf d''=2|\omega|\,\mathbf d-2is\,\mathbf h f_s .$$

In a uniform field the combinations $f_s\pm d_\parallel$ separate and decay as $e^{-k_\pm x}$, while the perpendicular part decays as $e^{-qx}$:

$$k_\pm=\sqrt{\frac{2(|\omega|\mp ish)}{D}},\qquad q=\sqrt{\frac{2|\omega|}{D}} .$$

For $h\gg|\omega|$ the first root is $(1\mp is)\sqrt{h/D}$, because $(1\mp is)^2=\mp2is$. The amplitude oscillates and decays over the same length $\xi_F=\sqrt{D/h}$. The equal-spin part has the range $1/q$, which doesn't contain $h$. At the lowest frequency, $\omega=\pi k_BT$, this range is $\sqrt{D/2\pi k_BT}$.

To join the layers, collect the amplitudes in the column $Y=(f_s,d_x,d_z)^T$. The component $d_y$ is not driven and stays zero. In each layer $Y''=K^2Y$ with

$$K^2=\frac2D\begin{pmatrix}|\omega|&-ish_x&-ish_z\\-ish_x&|\omega|&0\\-ish_z&0&|\omega|\end{pmatrix}.$$

Its eigenvalues are $q^2$ and $k_\pm^2$. They are distinct and have positive real parts, so a square root $K$ exists whose eigenvalues all have positive real parts. Let the first layer, with matrix $K_1$, fill $0<x<a$, and let the second, with $K_2$, be much thicker than $1/q$. The decaying solution in the second layer is

$$Y(a+z)=e^{-K_2z}\,Y(a),\qquad\text{so that}\qquad Y'(a)=-K_2Y(a).$$

The layers are taken to have the same $D$ and the same density of states, with a transparent interface. Then $Y$ and $Y'$ are continuous. In the first layer the solution with given value and slope at $x=a$ is

$$Y(x)=\cosh[K_1(a-x)]\,Y(a)-K_1^{-1}\sinh[K_1(a-x)]\,Y'(a).$$

Setting $x=0$ and inserting the slope gives

$$Y(a)=\left[\cosh(K_1a)+K_1^{-1}\sinh(K_1a)\,K_2\right]^{-1}Y(0),\qquad Y(0)=(f_0,0,0)^T .$$

Here $f_0$ is the singlet amplitude that the superconductor fixes at the contact. Setting $\mathbf d=0$ there assumes that triplets escape freely into the superconductor, which needs a transparent contact and a superconductor that conducts much better than the layers. If it doesn't, some triplet amplitude remains at the contact, and for the same $f_0$ the converted amplitude changes. For the 3 nm first layer of the example below it is larger than the one found here, at 90 degrees by a factor of up to about 4 if no triplets escape. For a thicker first layer it can be smaller. The order of the factors matters, since $K_1$ and $K_2$ do not commute when the axes differ.

For a thin first layer the bracket is $1+aK_2+\tfrac12a^2K_1^2$ up to terms of third order in $a$, and its inverse is $1-aK_2-\tfrac12a^2K_1^2+a^2K_2^2$. Neither $K_2$ nor $K_2^2$ connects $f_s$ with $d_x$, because the second field has no $x$ component. The conversion comes from $K_1^2$, whose element between $d_x$ and $f_s$ is $-2ish_1\sin\theta/D$:

$$d_x(a)=is\,\sin\theta\,\frac{h_1a^2}{D}\,f_0 .$$

The same result follows from a direct picture. In a thin layer $f_s\approx f_0$ acts as a constant source, $D\,d_x''=-2ish_1\sin\theta f_0$. With $d_x=0$ at the contact and a negligible slope at the far side, integrating twice gives $d_x=(2ish_1\sin\theta f_0/D)(ax-x^2/2)$, and at $x=a$ this is the expression above.

Three tests bear on this chain. The diffusion equation was compared with random flights in which the spin rotations were multiplied in the order of the path. At 20 K, with a free path of 0.4 nm, a 3 nm first layer, an angle of 65 degrees, and the exchange energy and diffusion constant of the example below, the flights gave $|d_x|=0.1261\pm0.0013$ at 3 nm depth in the second layer. The diffusion equation gave 0.1278. Its boundary value was placed 0.71 free paths outside the layer, which is the standard half-space result of transport theory for isotropic scattering and is taken over here without derivation.

The matching formula was compared with a finite-difference solution of the differential equation for $a=3$ nm, 65 degrees and a second field of 45 meV. At depths of 0, 5 and 20 nm the two results for the column $Y$ differed by at most $2.1\times10^{-5}$ of the norm of $Y$ at the same depth. The thin-layer formula was compared with the full one at $a=0.003\,\xi_F$ and 65 degrees, and the ratio of full to thin was 0.997.

The example takes rough values for copper-nickel alloy layers on niobium: $h=30$ meV in both layers, $D=5$ cm$^2$/s, which is 500 nm$^2$/ps, and $T=4.2$ K. With $\hbar=0.658$ meV ps restored, the short range is

$$\xi_F=\sqrt{\frac{\hbar D}{h}}=\sqrt{\frac{0.658\times500}{30}}\ \text{nm}=3.31\ \text{nm}.$$

The thermal energy $2\pi k_BT$ is 2.274 meV, and the long range is larger than $\xi_F$ by the root of the ratio of the two energies:

$$\frac1q=3.31\ \text{nm}\times\sqrt{\frac{30}{2.274}}=12.0\ \text{nm}=120\ \text{angstrom}.$$

All amplitudes that follow are at the lowest Matsubara frequency and in units of $f_0$.

For a first layer of 3 nm, $|d_x|$ at the interface is 0.149, 0.265 and 0.325 at 30, 60 and 90 degrees. The first two are 0.46 and 0.82 of the third, a little below the sines 0.50 and 0.87. The matching matrix itself depends on $\theta$, so the sine law of the thin layer need not hold at this thickness. The thin formula fails in size as well. At 90 degrees it gives $(3/3.31)^2=0.82$, about 2.5 times the full result, because a layer of nearly one $\xi_F$ is not thin. The singlet falls strongly across it, which lowers the result by a factor of about 2, and the flow of triplets into the second layer, neglected in the thin formula, lowers it by a further factor of about 1.25.

In a very thick first layer the conversion must fall again. The contact supplies singlets, which in the first layer mix with triplets along the first field, and both of these decay over $\xi_F$. What reaches a distant interface therefore oscillates with $a$ under an envelope that falls as $e^{-a/\xi_F}$, and there is little left to convert. A scan from 0.5 to 15 nm in steps of 0.1 nm, at 90 degrees and with all else fixed, finds the largest interface amplitude, 0.375, at 4.1 nm.

At a depth of 20 nm in the second layer the equal-spin part for the 3 nm layer at 90 degrees is

$$|d_x|=0.3246\times e^{-20/12.03}=0.062 .$$

The other two components together, taken as the root of the sum of squares, amount to 0.00074, smaller by a factor of 83.

With parallel fields the two layers act as one, and the pair has to cross 23 nm with the short range. To first order in $\omega/h$ the real part of $k_\pm$ is $(1+\omega/2h)/\xi_F$. Since $\omega$ is half of 2.274 meV, the correction is $1.137/60=0.019$. The exponent is $1.019\times23/3.31=7.08$, and $e^{-7.08}=0.00084$, the number for parallel layers quoted at the outset.

The equal-spin pairs are free of exchange dephasing, but they are not free of all dephasing. The largest change among the effects sized here comes from the loss of spin memory. Spin-orbit scattering respects time reversal, so both partners on a path undergo the same spin rotation $R$. Because $R$ has unit determinant, $R\,i\sigma_yR^T=i\sigma_y$, which leaves the singlet intact, while $\mathbf d$ is rotated as a vector. Random rotations make it decay just as they make a spin accumulation decay. If the spin memory length is $\lambda$, the triplets acquire the extra rate $D/\lambda^2$, and

$$q^2\;\to\;\frac{2|\omega|}{D}+\frac1{\lambda^2}.$$

For $\lambda=10$ nm the range falls from 12.0 to 7.7 nm, and the equal-spin part at 20 nm depth falls from 0.062 to 0.022. For $\lambda=5$ nm the range is 4.6 nm and the amplitude is 0.0031, a reduction by a factor of about 20. The other parts are then 0.00055, so the equal-spin part still leads, but by a factor of 6 instead of 83. Scattering from magnetic impurities, which breaks time reversal, is not covered by this estimate.

The finite free path matters less. A Fermi speed of $10^6$ m/s, a rough value, gives a free path of 1.5 nm and $2h\tau/\hbar=0.14$. Random flights with these values, at 90 degrees and 10 nm depth, give $|d_x|=0.159\pm0.001$, while the diffusion equation with its boundary at the contact gives 0.141. The flights are higher by 13 percent of the diffusive value. A likely reason, not tested separately, is that the effective boundary lies 0.71 free paths, or 1.1 nm, outside the layer. The first layer then acts as if it were 4.1 nm thick, and the matching formula gives 0.375 for that thickness where it gives 0.325 for 3 nm, a rise of similar size.

Higher Matsubara frequencies decay faster. At the next one, $3\pi k_BT$, the equal-spin part at 20 nm depth is 0.25 of that at the lowest, if both start from the same $f_0$. A quantity that sums over frequencies therefore needs more than the first term, and its decay approaches the range $1/q$ of the lowest frequency at larger depth.

A magnetic field $B$ in the plane of the layers also acts on the orbital motion. A pair of charge $2e$ acquires the additional damping $D\langle(2eA/\hbar)^2\rangle$, where $A$ is the vector potential. The pairs take their phase from the superconductor. If that phase is uniform, $A$ vanishes deep inside a thick superconductor and has the size $B(\ell+x)$ in the layers, where $\ell$ is the magnetic penetration depth and $x$ the distance from the contact. Over a thickness $L$ the mean square of $\ell+x$ is $(\ell+L/2)^2+L^2/12$. For $B=0.1$ T and $L=23$ nm, the distance from the superconductor to the observation point, the term $L^2/12$ alone gives $6\times10^{-4}$ of the thermal rate, which is the orbital figure in the numerical output. The first term is much larger: with a rough $\ell=50$ nm the whole extra rate is about 0.05 of the thermal one, and it lowers the equal-spin part at 20 nm depth by about 6 percent when the growth of $A$ with $x$ is included. The extra rate grows as $B^2$, so it can't be neglected in much stronger fields. The estimate is meant for 4.2 K. Close to the critical temperature of niobium $\ell$ is several times larger, and a field of 0.1 T would destroy the superconductivity of the bulk metal, so only much weaker fields can be considered there. The ratio of $h$ to the free-electron Fermi energy at the assumed speed is 0.011, which supports the linearized kinetic energy and, for free electrons, the use of one $D$ for both spins. In an alloy with d electrons at the Fermi level the two diffusion constants can differ more.

The linear equation is least secure at the contact. In a bulk superconductor the normal and pair amplitudes are $g=\omega/\sqrt{\omega^2+\Delta^2}$ and $f=\Delta/\sqrt{\omega^2+\Delta^2}$, with $g^2+f^2=1$. A gap of roughly 1.4 meV for niobium gives $f=0.78$ and $g=0.63$ at the lowest frequency, whereas the linear theory assumes $f\ll1$ and $g=1$. A fully transparent contact therefore calls for the nonlinear equation in the first layer. The linear result with the boundary condition used here applies when the gap is small compared with $\pi k_BT$, as it is close to the critical temperature of the superconductor. Then $f_0$ is small and all amplitudes are reduced in proportion. For niobium this means temperatures near 9 K, where the long range is 8.2 nm instead of 12.0 nm and the equal-spin part at 20 nm depth is about 0.025 of $f_0$ instead of 0.062. The figures for 4.2 K therefore illustrate the linear model and don't describe a transparent niobium contact at that temperature. A contact of low transparency also makes the amplitudes small, so that the linear equation holds, but triplets then hardly escape through it. They need not vanish at the contact, and the matching has to be redone with a different boundary condition.

Set beside real copper-nickel layers, the exchange energy assumed here is of a plausible size, but it varies strongly with the nickel content, and $\xi_F$ varies with it. The assumption that real alloys are most likely to break is the long spin memory. The figures for 10 and 5 nm lower the 20 nm amplitude by factors of about 3 and 20, and the loss grows steeply below that: about 56 for 4 nm and about 330 for 3 nm. At 3 nm the equal-spin part, 0.00019, is already smaller than the other parts, 0.00032, and smaller than the amplitude for parallel fields with the same memory length, 0.00027. Memory lengths below 2 nm have been inferred for ferromagnetic copper-nickel, and a second layer of such an alloy would show no long-range part at this depth. The value 0.062 is thus the result of the ideal model and not a forecast for a particular sample.

Within this model two conditions follow for design: a first layer close to the optimum thickness, which at 90 degrees and for these parameters is about 1.2 $\xi_F$, and a second layer of a material whose spin memory length exceeds its thickness. The optimum assumes that triplets escape freely into the superconductor. A contact that hinders their escape moves it to a thinner first layer. The angle itself is taken as given. Two ferromagnets in direct contact are coupled by exchange, so a real stack needs a spacer to hold it. In the model a nonmagnetic spacer of 3 nm with the same $D$ and no spin memory loss changes the amplitude 20 nm into the second layer from 0.062 to 0.055. A strong ferromagnet in the second layer leaves the argument about perpendicular triplets in place on each path. If $2h\tau$ is no longer small there, however, the diffusive formula for the short-range part fails, and if the two spin directions differ noticeably in speed or scattering, the amplitudes $F_{\uparrow\uparrow}$ and $F_{\downarrow\downarrow}$ no longer decay alike. The computed values behind the example are collected in the numerical output below.

## Computed values

```
TESTS
lattice vs path law, largest error: 8.3e-05
perpendicular part, 60 sites: 0.6501
perpendicular part, 137 sites: 0.6502
grid vs matching, relative error: 2.1e-05
thin-layer ratio, real part: 0.9971
flights, |d_perp|: 0.1261 +- 0.0013
diffusion, |d_perp|: 0.1278
INPUTS (rough)
exchange energy h: 30 meV
diffusion constant: 5 cm2/s
temperature: 4.2 K
first-layer thickness: 3.0 nm
depth in second layer: 20 nm
Fermi speed: 1.0e+06 m/s
RESULTS (unit singlet amplitude at contact)
pair damping energy 2 pi k T: 2.274 meV
short range sqrt(D/h): 3.31 nm
long range: 12.03 nm = 120.3 angstrom
|d_perp| at interface, 30 deg: 0.1493
|d_perp| at interface, 60 deg: 0.2654
|d_perp| at interface, 90 deg: 0.3246
thin formula at 90 deg: 0.8204
best first-layer thickness: 4.1 nm
|d_perp| at interface there: 0.3751
equal-spin part at depth, 90 deg: 0.06156
other parts at depth, 90 deg: 0.00074
ratio of the two: 82.7
all parts at depth, 0 deg: 0.00084
NEGLECTED EFFECTS
memory 10 nm: equal-spin part 0.02153
memory 10 nm: other parts 0.00070
memory 5 nm: equal-spin part 0.00313
memory 5 nm: other parts 0.00055
mean free path: 1.50 nm
2 h tau / hbar: 0.137
10 nm deep, diffusion: 0.1414
10 nm deep, flights: 0.1594 +- 0.0013
next frequency / lowest, at depth: 0.248
orbital damping / thermal, 0.1 T: 5.9e-04
h / Fermi energy: 0.0106
rough niobium gap: 1.4 meV
f at transparent contact: 0.776
normal part g there (linear: 1): 0.630
```
